\section*{Exponential-only WKB for a rectangular barrier at half height}

\section{Problem}

Electrons in the source of a very short silicon transistor can tunnel through the channel barrier to the drain. Take the barrier as rectangular, of height $V_0$ and width $d$, with the potential zero on both sides. The electron has energy $E=V_0/2$ and the same effective mass $m$ everywhere, as is natural when source, channel and drain are one crystal. A quick estimate keeps only the WKB exponential,
\begin{equation}
T_W=q,\qquad q=e^{-2\kappa d},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar}.
\label{wkb}
\end{equation}

\begin{enumerate}
\item Estimate the transmission for $V_0=0.30$ eV, $E=0.15$ eV, $d=6$ nm and $m=0.19\,m_e$, where $m_e$ is the free-electron mass.
\item Find the exact transmission $T$ and the ratio $T/T_W$. What does the ratio tend to as the barrier becomes thick?
\item Why does a thicker barrier not cure the error, and what would?
\end{enumerate}

The model is one-dimensional, coherent and parabolic, without drain bias. Lengths are in nm and energies in eV.

\section{First estimate by scaling}

Inside the barrier the Schr\"odinger equation reads $\psi''=\kappa^2\psi$, so the amplitude falls over the length $1/\kappa$. Across the width $d$ it falls by about $e^{-\kappa d}$, and the transmitted intensity by about $e^{-2\kappa d}$. With $\hbar^2/2m_e=0.0381$ eV\,nm$^2$,
\begin{equation}
\kappa=\sqrt{\frac{0.19\times0.15}{0.0381}}\ \mathrm{nm^{-1}}=0.865\ \mathrm{nm^{-1}},
\qquad \kappa d=5.19,
\end{equation}
and hence $T_W=e^{-10.379}=3.11\times10^{-5}$, where the exponent is taken before $\kappa d$ is rounded. The decay length is $1/\kappa=1.16$ nm.

Scaling also shows what this estimate leaves open. Outside the barrier the wave number is $k=\sqrt{2mE}/\hbar$. At half height $E=V_0-E$, so $k=\kappa$ and the problem contains just two lengths, $1/\kappa$ and $d$. The ratio $T/T_W$ must therefore be a function of $\kappa d$ alone. If it has a finite limit for large $\kappa d$, that limit is a pure number, the same for every mass and height. Dimensional reasoning cannot supply the number; matching at the edges can.

\section{Exact solution}

\subsection{The two edges separately}

Let the time factor be $e^{-iEt/\hbar}$, so that $e^{ikx}$ travels to the right, and let the barrier occupy $0<x<d$. A finite potential step leaves $\psi$ continuous. Integrating the Schr\"odinger equation, with kinetic term $-\frac{\hbar^2}{2}(\psi'/m)'$, across the step shows that $\psi'/m$ is continuous too. For equal masses this means that $\psi'$ is continuous.

\emph{Entry edge.} Suppose first that the barrier extends to the right without end. A unit incident wave gives $e^{ikx}+r_1e^{-ikx}$ for $x<0$ and $t_1e^{-\kappa x}$ for $x>0$. Continuity at $x=0$ requires
\begin{equation}
1+r_1=t_1,\qquad ik(1-r_1)=-\kappa t_1 .
\end{equation}
Since $-1/i=i$, the second equation is $1-r_1=i\kappa t_1/k$. Adding the first gives $2=t_1(1+i\kappa/k)$, or
\begin{equation}
t_1=\frac{2k}{k+i\kappa},\qquad |t_1|^2=\frac{4k^2}{k^2+\kappa^2}.
\label{t1}
\end{equation}

\emph{Exit edge.} Let a decaying wave of unit amplitude arrive at $x=d$. Inside, the solution is $e^{-\kappa(x-d)}+\rho\,e^{\kappa(x-d)}$; outside it is $t_2e^{ik(x-d)}$. Continuity requires
\begin{equation}
1+\rho=t_2,\qquad -\kappa(1-\rho)=ikt_2 .
\end{equation}
The second equation is $1-\rho=-ikt_2/\kappa$. Adding the first gives $2=t_2(1-ik/\kappa)$, so that
\begin{equation}
t_2=\frac{2\kappa}{\kappa-ik},\qquad
|t_2|^2=\frac{4\kappa^2}{k^2+\kappa^2},\qquad
\rho=t_2-1=\frac{\kappa+ik}{\kappa-ik}.
\label{t2}
\end{equation}

At half height both $|t_1|^2$ and $|t_2|^2$ equal 2. These are ratios of densities, not of currents, so values above one violate nothing. A single real exponential carries no current. The current at the exit comes from the interference of the decaying and growing waves: at $x=d$,
\begin{equation}
\mathrm{Im}(\psi^*\psi')=\mathrm{Im}\left[\kappa(1+\rho^*)(\rho-1)\right]
=2\kappa\,\mathrm{Im}\,\rho=\frac{4k\kappa^2}{k^2+\kappa^2}=k|t_2|^2,
\end{equation}
where $|\rho|=1$ was used. Multiplied by $\hbar/m$, this is the outgoing current.

\subsection{Joining the edges}

In the finite barrier the decaying wave starts at $x=0$ with amplitude $t_1$ and reaches $x=d$ reduced by $e^{-\kappa d}$. There a part $t_2$ leaves and a part $\rho$ turns back. The returning wave is reduced by another $e^{-\kappa d}$ on its way to $x=0$. The barrier is mirror-symmetric, so it is reflected there with the same $\rho$. Each round trip thus multiplies the amplitude by $\rho^2q$, and
\begin{equation}
t=t_1t_2e^{-\kappa d}\left[1+\rho^2q+(\rho^2q)^2+\cdots\right]
=\frac{t_1t_2e^{-\kappa d}}{1-\rho^2q}.
\label{series}
\end{equation}
The series converges because $|\rho|=1$ and $q<1$. Its sum satisfies the matching conditions at both edges, since each term does so together with the reflected wave it generates.

The outer wave numbers are equal, so $T=|t|^2$. Write $x_E=E/V_0$. Because $k^2$, $\kappa^2$ and $k^2+\kappa^2$ are proportional to $E$, $V_0-E$ and $V_0$,
\begin{equation}
P\equiv|t_1t_2|^2=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}=16x_E(1-x_E).
\label{P}
\end{equation}
For the denominator put $\rho=e^{i\theta}$. From (\ref{t2}), $\sin\theta=2k\kappa/(k^2+\kappa^2)$, so $\sin^2\theta=P/4$ and $\cos2\theta=1-P/2$. Then
\begin{equation}
|1-\rho^2q|^2=1-2q\cos2\theta+q^2=(1-q)^2+Pq,
\end{equation}
and the ratio at any energy below the top is
\begin{equation}
\frac{T}{T_W}=\frac{P}{(1-q)^2+Pq}.
\label{general}
\end{equation}
Using $(1-q)^2/q=4\sinh^2\kappa d$, the same result takes the form
\begin{equation}
\frac1T=1+\frac{(1-q)^2}{Pq}=1+\frac{\sinh^2\kappa d}{4x_E(1-x_E)}.
\label{exact}
\end{equation}

At half height $P=4$, and the denominator of (\ref{general}) is $(1-q)^2+4q=(1+q)^2$. Therefore
\begin{equation}
\boxed{\;T=\frac{4q}{(1+q)^2}=\frac1{\cosh^2\kappa d},\qquad
\frac{T}{T_W}=\frac{4}{(1+q)^2}\longrightarrow4\quad(\kappa d\to\infty).\;}
\label{result}
\end{equation}
The bare exponential is too small by a factor that rises towards four from below. The four is the product of two edge factors of 2. Thickness removes the round trips, which enter through $q$, but leaves the edge factors untouched. For a thick rectangular barrier the cure is to multiply the exponential by $P$. Edges that are wide compared with both $1/\kappa$ and $1/k$ need no such factor, as shown below for half height, where these two lengths coincide. At low energy $1/k$ is the longer length, and an edge many decay lengths wide can still leave a prefactor well below one.

\section{Comparison}

\subsection{The example and the approach to the limit}

For the 6 nm barrier, integrating the Schr\"odinger equation numerically gives $T=1.24\times10^{-4}$, against the estimate $3.11\times10^{-5}$. The ratio is 3.99975. Equation (\ref{result}) predicts a shortfall from four of
\begin{equation}
4-\frac4{(1+q)^2}=\frac{4q(2+q)}{(1+q)^2}\simeq8q=2.49\times10^{-4},
\end{equation}
in agreement with the numerical value.

With height, energy and mass held fixed, the ratio depends on the length as follows:
\begin{center}
\begin{tabular}{lcccccc}
$d$ (nm) & 0.5 & 1 & 2 & 3 & 4 & 6\\
$T/T_W$ & 1.98 & 2.89 & 3.76 & 3.96 & 3.99 & 4.00
\end{tabular}
\end{center}
For $d\to0$ both transmissions tend to one, and so does their ratio. It reaches 99\% of four when $(1+q)^{-2}=0.99$, that is $q=0.00504$ and $\kappa d=\frac12\ln(1/q)=2.65$. Here this means $d=3.06$ nm. ``Thick'' therefore requires less than three decay lengths.

\subsection{Other energies and unequal masses}

At a fixed energy below the top, (\ref{general}) tends to $P=16x_E(1-x_E)$ as $d\to\infty$. This parabola has its maximum, four, at half height. It equals one when $x_E^2-x_E+1/16=0$, or
\begin{equation}
x_E=\frac12\pm\frac{\sqrt3}{4}=0.067\ \text{and}\ 0.933 .
\end{equation}
For $V_0=0.30$ eV these are $E=0.020$ eV and $0.280$ eV. Outside this window the bare exponential overestimates a thick barrier. At $x_E=0.02$, for instance, the ratio is $16\times0.02\times0.98=0.31$.

The thick limit is not uniform in energy, because $\kappa\to0$ at the barrier top. For fixed $d$ and $E\to V_0$, replacing $\sinh\kappa d$ by $\kappa d$ in (\ref{exact}) gives
\begin{equation}
T\to\left(1+\frac{mV_0d^2}{2\hbar^2}\right)^{-1},\qquad T_W\to1 ,
\end{equation}
so the exponential is again too large.

If the barrier mass $m_b$ differs from the outer mass $m$, continuity of $\psi'/m$ replaces $k$ and $\kappa$ in the edge amplitudes by $k/m$ and $\kappa/m_b$. At half height the squares of these are in the ratio $m_b:m$, so (\ref{P}) becomes $P=16\,m\,m_b/(m+m_b)^2$. This is below four unless the masses agree.

\subsection{Why the exponential misses the edge factors}

WKB needs the local decay length to change little over its own extent, $|d(1/\kappa)/dx|\ll1$, and likewise $|d(1/k)/dx|\ll1$ outside the barrier, apart from turning points where the potential is nearly linear. An abrupt edge violates this at any thickness.

To see what smooth edges give, let $S=\int\kappa\,dx$ between the turning points and let $w$ be the phase $\int k\,dx$ measured outwards from a turning point. Near a linear turning point the solutions are Airy functions. Their asymptotic forms connect the two sides:
\begin{equation}
\begin{aligned}
\mathrm{Ai}:&\quad \tfrac12\kappa^{-1/2}e^{-\int\kappa}\leftrightarrow k^{-1/2}\cos(w-\tfrac\pi4),\\
\mathrm{Bi}:&\quad \kappa^{-1/2}e^{+\int\kappa}\leftrightarrow -k^{-1/2}\sin(w-\tfrac\pi4),
\end{aligned}
\end{equation}
with $\int\kappa$ measured into the barrier. The outgoing wave $k^{-1/2}e^{i(w-\pi/4)}$ at the exit is the cosine plus $i$ times the sine. Deep in the barrier its Bi part dominates, with modulus $\kappa^{-1/2}e^{+\int\kappa}$. Measured from the entry instead, this is $e^{S}\kappa^{-1/2}e^{-\int\kappa}$. The first line, doubled, connects it to $2e^Sk^{-1/2}\cos(w-\pi/4)$, whose incident half has modulus $e^Sk^{-1/2}$. The ratio of outgoing to incident current is then $e^{-2S}$, with prefactor one. Smooth edges thus contribute factors of one where abrupt edges at half height contribute factors of 2.

This can be checked by rounding the barrier,
\begin{equation}
V(x)=\frac{V_0}{2}\left[\tanh\frac{x+d/2}{a}-\tanh\frac{x-d/2}{a}\right],
\end{equation}
here centred on $x=0$, and comparing the numerically integrated $T$ with the exponential $e^{-2S}$ of the same rounded profile. With $V_0$, $E$, $m$ and $d=6$ nm held fixed:
\begin{center}
\begin{tabular}{lcccc}
$a$ (nm) & 0.1 & 0.5 & 1 & 2\\
$T/10^{-4}$ & 1.25 & 1.40 & 2.16 & 8.24\\
$T/e^{-2S}$ & 3.44 & 2.10 & 1.52 & 1.23
\end{tabular}
\end{center}
For $a=8$ nm and $d=24$ nm the ratio is 1.05. The missing factor disappears as the edges become wide compared with $1/\kappa=1.16$ nm. An edge length of 0.1 nm already lowers the ratio visibly, although $T$ itself hardly moves: the change lies in the exponential of the rounded profile.

\subsection{What the number means for a transistor}

The parameters are rough typical values for silicon, except that 6 nm is short compared with the gates of mass-produced transistors. The factor of four rests on the rectangular shape as well as on the choice of energy. Junction potentials change over a finite length, set by the doping and the gate geometry, not abruptly; the edge lengths used above are examples, not values derived for a device. In the model with $a=2$ nm, $T$ is 6.6 times the rectangular value, and the prefactor is 1.23 rather than four. An engineer who multiplied the WKB exponential of such a smooth profile by four would therefore overcorrect.

A drain bias acts through the shape as well. Take 0.5 V. If the whole drop sits at the drain edge, the outgoing wave number becomes $k_D=\sqrt{2m(E+0.5\ \mathrm{eV})}/\hbar$. The current ratio brings in $k_D/k$, and the thick-barrier prefactor is
\begin{equation}
\frac{k_D}{k}\,\frac{4k^2}{k^2+\kappa^2}\,\frac{4\kappa^2}{k_D^2+\kappa^2}
=\frac{16\sqrt{0.15\times0.65}\times0.15}{0.30\times0.80}=3.12,
\end{equation}
which the numerical integration confirms. If the bias instead falls uniformly along the channel (0.83 MV/cm), the electron tunnels through just $0.15/0.50\times6=1.8$ nm. The transmission rises to 0.18, more than a thousand times the unbiased value, and is 1.425 times its own WKB exponential. The limit of four does not apply to this shape, however thick the barrier: only the entry edge is abrupt and contributes a factor of 2, while the electron leaves through a linear turning point, which contributes a factor of one. This product of 2 is the thick-barrier value without the potential step that remains at the drain. That step reflects with amplitude $r=(\sqrt{0.65}-\sqrt{0.35})/(\sqrt{0.65}+\sqrt{0.35})=0.153$, so the thick-barrier ratio oscillates with length between $2(1-r)/(1+r)=1.47$ and $2(1+r)/(1-r)=2.72$. At 6 nm the tunnelling distance is too short for the thick limit, which lowers the ratio as well. The field is above the roughly 0.3 MV/cm at which lightly doped bulk silicon breaks down, but here the electron reaches the drain with a kinetic energy of only 0.65 eV. This is less than the gap of 1.12 eV, so a single electron at this energy cannot by itself supply the energy of an electron-hole pair. How the drop is distributed in a real channel depends on the gate and is not determined by this model.

Band structure changes the exponent more than the prefactor. For transport along a cube axis, some silicon valleys present the heavy mass, about $0.92\,m_e$. They give $T=4.8\times10^{-10}$ with the ratio still 4.00, because $k=\kappa$ at half height for any common mass. Non-parabolicity with $\alpha=0.5$ eV$^{-1}$, if the same dispersion is continued below the band edge, multiplies $\kappa^2$ by $1-0.5\times0.15=0.925$, which raises the exponential by a factor 1.49. Band-to-band tunnelling stays closed at this bias: with a gap of 1.12 eV, the channel valence edge lies $1.12-0.30-0.50=0.32$ eV below the drain conduction edge.

Finally, a device does not select one energy. The linear conductance of one transverse mode is proportional to $\int T(E)(-\partial f/\partial E)\,dE$, with $f$ the Fermi function. Take the source Fermi level 0.05 eV above the band edge and keep the unbiased rectangular barrier. At 300 K about 51\% of this conductance comes from energies below the barrier top, and there the bare exponential is too small by a factor 1.59. At 77 K practically all of it comes from below the top, and the factor is 2.3. Neither average can reach four. At fixed $q$, (\ref{general}) increases with $P$, and $P\le4$, so the ratio never exceeds $4/(1+q)^2<4$ at any energy below the top.

Scattering, impurity levels in the channel and charging, which underlies Coulomb blockade, are outside the model and are not sized here. An impurity level can open a resonant path, for which neither (\ref{wkb}) nor (\ref{result}) holds. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
barrier height V0 = 0.30 eV, energy E = 0.15 eV
channel length d = 6.0 nm, mass = 0.19 electron masses
hbar^2/(2 m_e) = 0.038100 eV nm^2
k = 0.8649 1/nm, kappa = 0.8649 1/nm
decay length 1/kappa = 1.156 nm
kappa d = 5.1893 (no unit)
exponential-only WKB transmission = 3.1088e-05
numerically integrated transmission = 1.2435e-04
ratio = 3.99975, shortfall from four = 2.49e-04
entry density factor = 1.99988
exit density factor = 2.00000
internal reflection amplitude = 0.0000 + 1.0000 i
length 0.5 nm: kappa d = 0.432, ratio = 1.9807
length 1.0 nm: kappa d = 0.865, ratio = 2.8858
length 2.0 nm: kappa d = 1.730, ratio = 3.7598
length 3.0 nm: kappa d = 2.595, ratio = 3.9558
length 4.0 nm: kappa d = 3.460, ratio = 3.9921
length 6.0 nm: kappa d = 5.189, ratio = 3.9998
99% of four reached at d = 3.059 nm, kappa d = 2.645
thick barrier (40 nm), E/V0 = 0.02: ratio = 0.3136
thick barrier (40 nm), E/V0 = 0.20: ratio = 2.5600
thick barrier (40 nm), E/V0 = 0.40: ratio = 3.8400
thick barrier (40 nm), E/V0 = 0.50: ratio = 4.0000
thick barrier (40 nm), E/V0 = 0.60: ratio = 3.8400
thick barrier (40 nm), E/V0 = 0.80: ratio = 2.5600
thick-limit ratio is one at E/V0 = 0.0670 and 0.9330
  that is at E = 0.0201 eV and 0.2799 eV
tanh edge length 0.1 nm: T = 1.245e-04, ratio to own WKB = 3.441
tanh edge length 0.5 nm: T = 1.396e-04, ratio to own WKB = 2.103
tanh edge length 1.0 nm: T = 2.157e-04, ratio to own WKB = 1.520
tanh edge length 2.0 nm: T = 8.244e-04, ratio to own WKB = 1.233
edge 8 nm, width 24 nm: ratio to own WKB = 1.051
drain bias = 0.50 V, mean field = 0.833 MV/cm
drop at drain edge: T = 9.707e-05, ratio = 3.122
uniform field: T = 1.788e-01, own WKB = 1.255e-01, ratio = 1.425
uniform field: tunnelling distance = 1.80 nm
mass 0.92: T = 4.826e-10, ratio = 4.00000
non-parabolicity 0.5 1/eV: exponential grows by factor 1.487
gap = 1.12 eV, band-to-band window = -0.32 eV (negative: closed)
source Fermi level = 0.05 eV above band edge
300 K: kT = 25.85 meV, mean transmission = 4.659e-05
  share below barrier top = 50.99 %, exact/WKB below top = 1.589
77 K: kT = 6.64 meV, mean transmission = 3.750e-06
  share below barrier top = 100.00 %, exact/WKB below top = 2.335
\end{verbatim}
